# Phase Separation of an Adsorbed Layer in the Bragg-Williams Approximation, part 2

When does attraction gather adsorbed atoms into dense islands surrounded by a dilute layer, and how far can the simplest theory be trusted? A surface has $M$ equivalent sites, each with $z$ nearest neighbours and occupation $n_i=0$ or $1$. With $N$ atoms, the coverage is $\theta=N/M$, and $m=2\theta-1$. The energy is

$$E=-\varepsilon N-wP,\qquad P=\sum_{\langle ij\rangle}n_in_j ,$$

with each pair counted once and $w>0$ for attraction. The binding energy $\varepsilon$ of an isolated adatom is measured from the bottom of its well, and its vibrational partition function $q$ includes the zero-point energy. Energies are in eV, and $k$ is Boltzmann's constant.

Random placement gives the mean number of pairs

$$\langle P\rangle_0=\frac{zM}{2}\,\frac{N(N-1)}{M(M-1)}.$$

The Bragg-Williams (mean-field) approximation uses this mean in the Boltzmann factor. It predicts separation below

$$T_c=\frac{zw}{4k},$$

into phases with coverages

$$\theta_\pm=\frac{1\pm m_*}{2},\qquad m_*=\tanh\left(\frac{T_c}{T}m_*\right).$$

Far below $T_c$, $\theta_-\approx e^{-zw/2kT}$. The dense phase covers the area fraction

$$x_+=\frac{\theta-\theta_-}{\theta_+-\theta_-}.$$

Separation changes the free energy per site by $\phi(m_*)-\phi(m)$, where

$$\phi(m)=kT\left[\frac{1+m}{2}\ln\frac{1+m}{2}+\frac{1-m}{2}\ln\frac{1-m}{2}\right]-\frac{zw}{8}m^2 .$$

A uniform layer is unstable between the spinodal coverages

$$\theta_s=\frac12\left(1\pm\sqrt{1-\frac{T}{T_c}}\right).$$

The phases coexist at the chemical potential

$$\mu_{\rm co}=-\varepsilon-kT\ln q-\frac{zw}{2}.$$

For an ideal vapour of atoms of mass $m_a$ and electronic degeneracy $g$, the coexistence pressure is

$$p_{\rm co}=\frac{gkT}{\Lambda^3q}\exp\left[-\frac{\varepsilon+zw/2}{kT}\right],\qquad \Lambda=\frac{h}{\sqrt{2\pi m_akT}}.$$

The isotherm is

$$\frac{p}{p_{\rm co}}=\frac{\theta}{1-\theta}\exp\left[-\frac{zw}{kT}\left(\theta-\frac12\right)\right],$$

with turning points at the spinodal. The flux of vapour atoms on the surface is $p/\sqrt{2\pi m_akT}$.

### (f) An indium layer at 800 K

**Take indium atoms on a square array of sites on a refractory metal, with $z=4$, $w=0.15$ eV, $\varepsilon=2.5$ eV, site spacing 0.32 nm and three vibrational quanta of 10 meV. These are rough values for a metal adlayer. Find the phases at 800 K for a mean coverage of 0.30, and the coexistence pressure.**

The total attraction is $zw=0.60$ eV, and $kT=0.06894$ eV, so

$$\frac{zw}{kT}=8.703>4,\qquad T_c=\frac{8.703}{4}\times800\ \text{K}\approx1741\ \text{K}.$$

The low-temperature estimate of the dilute coverage is $e^{-8.703/2}=0.0129$. The full equation gives

$$\theta_-=0.0144,\qquad\theta_+=0.9856,\qquad m_*=0.9712 .$$

The spinodal coverages are $\tfrac12(1\pm\sqrt{1-4/8.703})$, or 0.132 and 0.868. A uniform layer at 0.30 is therefore unstable, and the dense phase covers

$$x_+=\frac{0.3000-0.0144}{0.9712}=0.294$$

of the surface. The gain follows from $\phi$. At $\theta=0.30$, $m=-0.4$ and $\phi/kT=-0.6109-0.1741\approx-0.7849$, where the first number is the entropy term and the second the attraction. At $m_*$ the same terms are $-0.0753-1.0262=-1.1015$. The difference, $-0.317\,kT$, is about $-22$ meV per site: entropy is lost, but the gain in attraction is larger.

For the vapour, $g=2$ for the ground doublet of the free atom, and adsorbed atoms are taken to have no spin degeneracy. The thermal wavelength is $\Lambda=0.00576$ nm. The vibrational partition function is

$$q=\left[2\sinh\frac{10\ \text{meV}}{2kT}\right]^{-3}=327,$$

from summing the levels of three equal oscillators. The prefactor $gkT/(\Lambda^3q)$ is $3.5\times10^{11}$ Pa, and the exponent is $-2.8/0.06894=-40.6$. Hence

$$p_{\rm co}\approx8.1\times10^{-7}\ \text{Pa}=6.1\times10^{-9}\ \text{Torr}.$$

The turning pressures are $3.74\,p_{\rm co}$ and $0.267\,p_{\rm co}$, whose product is 1 as required. They limit the metastable states of the mean-field isotherm. Islands that nucleate earlier would narrow the interval.

At $p_{\rm co}$, $7.2\times10^{-4}$ atoms arrive per site per second. If every arriving atom sticks, equilibrium requires the same rate of evaporation. With the vapour pumped away and that rate maintained, the layer would last about $0.30/(7.2\times10^{-4}\ \text{s}^{-1})\approx400$ s. Treating its coverage as fixed is reasonable for much shorter times.

### (g) What does random placement leave out?

**Examine the approximation where it is exact, on a chain, and on the square lattice.**

*Equal attraction between all pairs.* Let every pair of atoms, at any distance, gain $zw/(M-1)$. The energy then depends on $N$ alone, so averaging over arrangements loses nothing. At $\mu_{\rm co}$ the probability of $N$ atoms is proportional to

$$\frac{M!}{N!(M-N)!}\exp\left\{\frac{zw}{kT}\left[\frac{N(N-1)}{2(M-1)}-\frac N2\right]\right\}.$$

For even $M$, going from $N=M/2$ to $M/2+1$ changes its logarithm by

$$-\ln\left(1+\frac2M\right)+\frac{zw}{2(M-1)kT}.$$

Half coverage changes from a maximum to a minimum when this vanishes, at $zw/kT=2(M-1)\ln(1+2/M)$, which tends to 4. For $M=4000$ and the example's $zw$, the change occurs at 1741.5 K, about 0.05% above $T_c$. The threshold $zw=4kT$ for two competing coverages at one chemical potential is thus exact for weak attraction of unlimited range. Because the energy here depends on $N$ alone, it is the whole layer that switches between the two coverages; at fixed $N$ this model forms no islands.

*A chain, $z=2$.* Write $b=w/kT$ and let $\mu=\mu_{\rm co}+\delta\,kT$. Each atom contributes a factor $e^{\delta-b}$ and each occupied neighbouring pair a factor $e^b$. Sharing the atomic factors between adjacent bonds gives the transfer matrix

$$\begin{pmatrix}1&e^{(\delta-b)/2}\\e^{(\delta-b)/2}&e^\delta\end{pmatrix},$$

whose larger eigenvalue is

$$\lambda=e^{\delta/2}\left[\cosh\frac\delta2+\sqrt{\sinh^2\frac\delta2+e^{-b}}\right].$$

For a long chain the partition function is $\lambda^M$, and differentiation gives

$$\theta=\frac{\partial\ln\lambda}{\partial\delta}=\frac12+\frac{\sinh(\delta/2)}{2\sqrt{\sinh^2(\delta/2)+e^{-b}}}.$$

This is continuous at every temperature above zero, so the chain has no phase separation. At half its Bragg-Williams critical temperature, where $b=4$, the approximation predicts a coverage jump of 0.96. The true coverage changes by 0.0037 as $\mu$ passes from $0.001\,kT$ below $\mu_{\rm co}$ to $0.001\,kT$ above it.

*The square lattice.* Put $n_i=(1+s_i)/2$ with $s_i=\pm1$. Then

$$-wn_in_j=-\frac w4(s_is_j+s_i+s_j+1).$$

At $\mu_{\rm co}$ the terms linear in $s$ cancel, which leaves an Ising model with coupling $K=w/4kT$. Its critical point follows from comparing two expansions. Since $e^{Kss'}=\cosh K(1+ss'\tanh K)$, summing over spins leaves closed graphs with weight $\tanh K$ per bond. Alternatively, the boundaries between regions of opposite spin are closed graphs with weight $e^{-2K}$ per bond. The two expansions exchange strong and weak coupling. If there is a single critical point, it must be where the weights agree, $\tanh K=e^{-2K}$. Then

$$\sinh2K=\frac{2\tanh K}{1-\tanh^2K}=\frac{2}{e^{2K}-e^{-2K}}=\frac1{\sinh2K},$$

so $\sinh(w/2kT_c)=1$. For the example this gives 987.5 K, and the Bragg-Williams value is 76% higher. An independent estimate uses periodic strips of widths 7 and 8, and finds the temperature at which their correlation lengths are in the same ratio to their widths. It gives 989.4 K, 0.2% above the infinite-lattice value.

The coexisting coverages follow from a known result for the Ising model, quoted here without derivation:

$$|m|=\left[1-\sinh^{-4}\frac{w}{2kT}\right]^{1/8}.$$

At 800 K it gives coverages of 0.0248 and 0.9752. The Bragg-Williams dilute coverage, 0.0144, is 42% below the true model value, yet the dense area fraction is hardly affected: 0.294 against 0.290. At 1200 K the approximation predicts phases at 0.081 and 0.919, while the square lattice gas is uniform.

A small case shows what is missing. On a periodic $4\times4$ lattice with eight atoms, random placement gives 7.47 pairs. Weighting all arrangements by their Boltzmann factors at $w/kT=1$, the Bragg-Williams critical point, gives 8.95. Atoms find neighbours without forming separate phases. An empty or full lattice has one arrangement and gains nothing in this way. This suggests why the uniform half-filled layer survives to lower temperatures than the approximation allows.

The coexistence pressure is more robust. Exchanging atoms and vacancies, $n_i\to1-n_i$, leaves the statistical weights unchanged at $\mu_{\rm co}$. If the nearest-neighbour model has one transition pressure, symmetry places it at $p_{\rm co}$, with or without correlations.

### (h) How close is the example to a real layer?

**Estimate the main effects outside the model and say which conclusions survive.**

The chosen energies are rough, and the error of random placement is the largest one sized here for the critical temperature: it moves the result from 1741 K to 988 K with the same $w$. Separation at 800 K survives this correction, but separation at 1200 K does not. The margin at 800 K is narrow: $\sinh(w/2kT)>1$ requires $w>0.1215$ eV, only 19% below the value chosen. A second-neighbour attraction of $0.1w$ to four more sites would raise the total attraction to 0.66 eV and the Bragg-Williams $T_c$ to about 1915 K, a 10% increase.

Bulk indium competes with the layer. With a rough cohesive energy of 2.5 eV and the same vibrational factor, $p_{\rm co}$ is $e^{-0.3/0.06894}=0.013$ of the bulk vapour pressure. Bulk indium is liquid at 800 K and its atoms move more freely than in the assumed wells. A lumped allowance of $2kT$ per atom in its free energy raises the ratio to 0.095; melting alone, with the heat of fusion counted, would account for a factor of only about 1.5. Bulk droplets are then not favoured at $p_{\rm co}$. This depends on the binding: lowering $\varepsilon$ by 0.1 eV multiplies $p_{\rm co}$ by 4.3, and lowering it by 0.2 eV would bring the ratio above one.

The assumption that $q$ is independent of coverage matters more than it appears. Neighbouring atoms stiffen each other's vibrations. A modulus of 40 GPa times a thickness of 0.25 nm gives a spring of $\kappa=10$ N/m per pair, while the well has stiffness $\kappa_0=m_a\omega^2=44$ N/m for a 10 meV quantum. The relative motion of a pair then has stiffness $\kappa_0+2\kappa$, which costs the free energy $\tfrac12kT\ln(1+2\kappa/\kappa_0)=13$ meV per pair at 800 K. This lowers the effective $w$ to 0.137 eV and the square-lattice critical temperature to about 900 K. For the 6 meV lateral quanta found below, $\kappa_0=15$ N/m, the cost is 29 meV, and the critical temperature falls to about 800 K, so separation in the example is then marginal.

The strain and excitation estimates are smaller. If indium atoms by themselves prefer a spacing of 0.33 nm, the misfit with the 0.32 nm site spacing is 3.1%. With a modulus of 40 GPa and a thickness of 0.25 nm, the strain energy is of order 6 meV per atom, against a lateral energy of 300 meV. Thermal excitation of the free atom, with a gap of 0.27 eV, raises the vapour pressure by 4%. A hopping barrier of 0.5 eV would be $7.3\,kT$, so an adatom spends most of its time in a well, as the site picture requires. The barrier and the vibrational quanta are separate rough inputs. In a sinusoidal potential along the surface, a 0.5 eV barrier would give lateral quanta of about 6 meV instead of 10 meV, and $p_{\rm co}$ would be lower by a factor of about three.

Temperature also limits how the layer can be used. At 1200 K the exponent in $p_{\rm co}$ changes from $-40.6$ to $-27.1$, which raises the pressure by nearly six orders of magnitude. The layer then needs a vapour of a few mTorr to persist.

Long-range repulsion between adatom dipoles, which could weaken the attraction or limit the size of the islands, is left out. Mixing of indium with the substrate has not been estimated and could invalidate the fixed-site model. Nor does the equilibrium theory describe a deposition step in which molecules react irreversibly with the surface. It applies when adatoms can move and rearrange before they desorb or react. The computed values are collected in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical values)
neighbours z: 4
pair attraction w: 0.15 eV
isolated binding eps: 2.5 eV
site spacing: 0.32 nm
vibrational quantum: 10 meV
indium mass: 114.818 u
gas degeneracy g: 2
working temperature: 800 K
MEAN-FIELD RESULTS
total attraction zw: 0.6 eV
kT at working temperature: 0.06894 eV
zw/kT: 8.703
Bragg-Williams Tc: 1740.7 K
onset in 4000-site equal-coupling model: 1741.5 K
dilute coverage: 0.01439
dense coverage: 0.98561
lower spinodal coverage: 0.1324
upper spinodal coverage: 0.8676
upper turning pressure / coexistence: 3.741
lower turning pressure / coexistence: 0.2673
total coverage: 0.3
dense area fraction: 0.2941
free-energy change on splitting: -21.82 meV/site
VAPOUR
thermal wavelength: 0.00576 nm
vibrational partition function: 326.8
coexistence pressure: 6.088e-09 Torr
same pressure: 8.117e-07 Pa
impingement per site: 7.226e-04 1/s
CORRELATIONS
4x4 half-filled, random pairs: 7.467
4x4 half-filled, weighted pairs at BW Tc: 8.954
true square-lattice Tc: 987.5 K
Tc from strips 7 and 8: 989.4 K
true dilute coverage: 0.02475
true dense coverage: 0.97525
true dense area fraction: 0.2896
BW dilute coverage at 1200 K: 0.0807
BW dense coverage at 1200 K: 0.9193
chain at half BW Tc, BW jump: 0.9575
chain, true change for 0.002 kT in mu: 0.003695
OTHER NEGLECTED EFFECTS (rough inputs)
BW Tc with 10% second-neighbour attraction: 1914.7 K
pressure / bulk vapour pressure, cohesion 2.5 eV: 0.01288
same with 2k extra liquid entropy: 0.09521
misfit, metal spacing 0.33 nm: 3.125 %
strain energy, 40 GPa and 0.25 nm: 6.242 meV/atom
excited/ground gas atoms, gap 0.27 eV: 0.03982
hopping barrier 0.5 eV / kT: 7.253
pressure factor for 0.1 eV binding error: 4.266
```
